\section*{Energy-diffusion reversal of a weakly damped nonaxial macrospin}

\section{The question}

A small magnetic element stores a bit in the direction of its moment, along $+z$ or $-z$. Thermal agitation can carry the moment over the anisotropy barrier and erase the bit. Between thermal kicks the moment precesses, and precession conserves energy. The climb therefore depends on the coupling to the heat bath, and Gilbert damping measures that coupling. With no coupling, a moment that starts below the barrier stays there, however high the temperature. The escape rate must vanish with the damping constant $\alpha$. How does it vanish, and how small must $\alpha$ be?

Take a uniform moment $\mu=M_sV$ with unit vector $\mathbf m$ and energy
\begin{equation}
E=V\left[K(1-m_z^2)+K_hm_x^2\right],\qquad K,K_h>0 .
\end{equation}
The minima are $\pm z$ with $E=0$, the saddles are $\pm y$ with $E=KV$, and the maxima are $\pm x$. I use
\begin{equation}
h=\frac{K_h}{K},\qquad b=\frac{KV}{k_BT},\qquad \varepsilon=\frac{E}{KV}.
\end{equation}
In Gaussian units $\gamma=ge/(2m_ec)>0$, and $\nabla$ denotes the gradient on the unit sphere. The effective field, up to a part along $\mathbf m$ that exerts no torque, is $\mathbf H=-\nabla E/\mu$.

\section{Damping and noise}

Without noise the Gilbert equation is
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf H+\alpha\,\mathbf m\times\dot{\mathbf m}.
\end{equation}
Multiply by $\mathbf m\times$. Since $\mathbf m\cdot\dot{\mathbf m}=0$, the last term becomes $-\alpha\dot{\mathbf m}$, so
$\mathbf m\times\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf H)-\alpha\dot{\mathbf m}$. Insert this above, and use $\mathbf m\times(\mathbf m\times\mathbf H)=-\mathbf H=\nabla E/\mu$ for the tangential field:
\begin{equation}
\dot{\mathbf m}=\frac{\gamma'}{\mu}\,\mathbf m\times\nabla E-\frac{\alpha\gamma'}{\mu}\nabla E,
\qquad \gamma'=\frac{\gamma}{1+\alpha^2}.
\end{equation}
The first term runs along a line of constant energy. The second gives
\begin{equation}
\dot E=-\frac{\alpha\gamma'}{\mu}|\nabla E|^2 .
\end{equation}

Now add to $\mathbf H$ an isotropic random field with $\langle h_ih_j\rangle=2C\delta_{ij}\delta(t-t')$, understood as the limit of a short correlation time. It moves $\mathbf m$ by $-\gamma'\mathbf m\times\mathbf h+\alpha\gamma'\mathbf h_\perp$ per unit time. The two parts are perpendicular, so the diffusion coefficient on the sphere is $D=\gamma'^2(1+\alpha^2)C=\gamma\gamma'C$. The noise causes no mean drift, because no tangential direction is singled out by isotropic noise. The probability current is
\begin{equation}
\mathbf J=\frac{\gamma'}{\mu}P\,\mathbf m\times\nabla E-\frac{\alpha\gamma'}{\mu}P\nabla E-D\nabla P .
\end{equation}
For $P\propto e^{-E/k_BT}$ the precession part has no divergence: $\mathbf m\times\nabla E$ is divergence-free and perpendicular to $\nabla P$. The other two terms cancel if
\begin{equation}
D=\frac{\alpha\gamma'k_BT}{\mu},\qquad C=\frac{\alpha k_BT}{\gamma\mu}.
\end{equation}
Thermal equilibrium thus ties the supply of energy to the same $\alpha$ as its loss.

\section{Simple case: the bottom of the well}

Near $+z$, $E\simeq V[(K+K_h)m_x^2+Km_y^2]$. Precession gives
\begin{equation}
\dot m_x=-\frac{2\gamma'K}{M_s}m_y,\qquad \dot m_y=\frac{2\gamma'(K+K_h)}{M_s}m_x,
\end{equation}
hence an ellipse traversed at
\begin{equation}
\omega_0=\frac{2\gamma'}{M_s}\sqrt{K(K+K_h)} .
\end{equation}
Each quadratic term carries $E/2$ on average, so
\begin{equation}
\overline{|\nabla E|^2}=4V^2\left[(K+K_h)^2\overline{m_x^2}+K^2\overline{m_y^2}\right]=2VE(2K+K_h).
\end{equation}
Multiplying the loss rate by the period $2\pi/\omega_0$ gives the loss per turn,
\begin{equation}
\Delta E=2\pi\alpha\,\frac{2+h}{\sqrt{1+h}}\,E. \label{small}
\end{equation}
For $h=0$ this is $4\pi\alpha E$, the loss in circular precession. Small $\alpha$ makes the orbit nearly closed, and energy is then the slow variable.

\section{Generalization to every orbit in the well}

On any orbit the speed is $(\gamma'/\mu)|\nabla E|$. The loss per turn is therefore
\begin{equation}
\oint\frac{\alpha\gamma'}{\mu}|\nabla E|^2\,\frac{\mu\,dl}{\gamma'|\nabla E|}=\alpha\oint|\nabla E|\,dl\equiv\alpha\,KV\,S(\varepsilon).
\end{equation}
Let $A(\varepsilon)$ be the area on the sphere inside the orbit. Then $A'=\oint dl/|\nabla\varepsilon|$, which is also the period in units of $M_s/(\gamma'K)$.

Both functions follow from $\varepsilon=(1+h)m_x^2+m_y^2$. Set
\begin{equation}
m_x=\sqrt{\frac{\varepsilon}{1+h}}\cos\phi,\qquad m_y=\sqrt{\varepsilon}\sin\phi .
\end{equation}
The Jacobian is $1/(2\sqrt{1+h})$ and the area element is $dm_xdm_y/m_z$. With $q=1+h-\varepsilon$,
\begin{equation}
m_z=\frac{R}{\sqrt{1+h}},\qquad R=\sqrt{q-\varepsilon h\sin^2\phi}.
\end{equation}
Denote the complete elliptic integrals of first and second kind by $\mathcal K(p)$ and $\mathcal E(p)$, with parameter $p=\varepsilon h/q$ multiplying $\sin^2\phi$. Then
\begin{equation}
A'=\frac12\int_0^{2\pi}\frac{d\phi}{R}=\frac{2\mathcal K(p)}{\sqrt q}.
\end{equation}

For the loss, the unconstrained gradient of $\varepsilon$ is $\mathbf g=(2hm_x,0,-2m_z)$, and its radial part is $\mathbf m\cdot\mathbf g=-2(1-\varepsilon)$. Using $hm_x^2=m_z^2-(1-\varepsilon)$,
\begin{align}
|\nabla\varepsilon|^2&=4(h^2m_x^2+m_z^2)-4(1-\varepsilon)^2\nonumber\\
&=4\left[(1+h)m_z^2-(1-\varepsilon)q\right]=4\left[R^2-(1-\varepsilon)q\right].
\end{align}
Consequently
\begin{equation}
S=\frac12\int_0^{2\pi}\frac{|\nabla\varepsilon|^2}{R}d\phi
=8\sqrt q\left[\mathcal E(p)-(1-\varepsilon)\mathcal K(p)\right].
\end{equation}

\textbf{Lower limit.} For small $\varepsilon$, $p\simeq\varepsilon h/(1+h)$ and $\mathcal E-\mathcal K\simeq-\pi p/4$. This gives $S\simeq2\pi\varepsilon(2+h)/\sqrt{1+h}$, in agreement with (\ref{small}).

\textbf{Upper limit.} As $\varepsilon\to1$, $\mathcal K$ diverges only logarithmically, so $(1-\varepsilon)\mathcal K\to0$ and $S\to8\sqrt h$. Directly, the separatrix of a well consists of two half great circles joining the saddles. On each, $|\nabla\varepsilon|=2\sqrt h\sin\chi$ with $0<\chi<\pi$; each half contributes $4\sqrt h$. The period diverges at the separatrix, but the loss stays finite because the moment lingers where the gradient vanishes.

At $h=1.2$ and $\varepsilon=0.7$, the formula gives $S=7.321$. Integrating the original Gilbert equation over one weakly damped turn gives $7.323$, a relative difference of about $0.03\%$.

\section{Diffusion in energy}

The loss around the separatrix, measured against thermal energy, is
\begin{equation}
\delta=\frac{8\alpha V\sqrt{KK_h}}{k_BT}=8\alpha\sqrt h\,b .
\end{equation}
The noise adds an energy variance $2D\oint|\nabla E|^2dt=2\delta(k_BT)^2$ per turn there. If $\delta\ll1$, both changes are small on the scale $k_BT$, and $P$ is nearly constant along an orbit.

Integrate the continuity equation over the area inside an orbit. Precession does not cross the boundary; drift and diffusion do. Differentiating the balance with respect to $\varepsilon$, with time in units of $M_s/(\gamma'K)$, gives
\begin{equation}
A'\,\partial_tP=\partial_\varepsilon\left[\frac{\alpha}{b}\,S\,e^{-b\varepsilon}\,\partial_\varepsilon G\right],\qquad G=e^{b\varepsilon}P. \label{avg}
\end{equation}
In equilibrium $G$ is constant. Here $\alpha$ multiplies the whole right-hand side, while $A'$ and $S$ do not contain it. If the boundary condition is also free of $\alpha$, every decay rate of (\ref{avg}) is proportional to $\alpha$ in these time units. This is the origin of the damping prefactor.

The boundary condition comes from the geometry. The separatrix circles divide the sphere into two wells and two caps around $\pm x$. A half turn about $x$ preserves the dynamics, exchanges the wells, and maps each cap to itself at the same energy. The slow reversal mode is odd under this turn. In a cap it depends on energy alone, so it must vanish there. Continuity then requires $G(1)=0$: to leading order, the separatrix absorbs the mode.

For $b\gg1$, $G$ has a constant value $G_0$ through most of the well and falls to zero near the top. The upward current $j$ is nearly constant in that upper region, where
\begin{equation}
G_0=\frac{jb}{\alpha}\int^1\frac{e^{b\varepsilon}}{S}d\varepsilon
\simeq\frac{jb}{\alpha}\,\frac{e^b}{8\sqrt h\,b}.
\end{equation}
The integral is dominated by its upper end. The well population is dominated by the bottom, where $A'(0)=\pi/\sqrt{1+h}$:
\begin{equation}
N=G_0\int_0^1A'e^{-b\varepsilon}d\varepsilon\simeq\frac{\pi G_0}{b\sqrt{1+h}}.
\end{equation}
The escape rate is $j/N$. Restoring the time unit and using $\omega_0=2\sqrt{1+h}\,\gamma'K/M_s$,
\begin{equation}
k=8\alpha\sqrt h\,b\,\frac{\sqrt{1+h}}{\pi}\frac{\gamma'K}{M_s}e^{-b}
=\delta\,\frac{\omega_0}{2\pi}\,e^{-b}. \label{rate}
\end{equation}
Since $\gamma'$ differs from $\gamma$ by order $\alpha^2$, the prefactor is linear in $\alpha$ at leading order.

This is the rate of reaching the separatrix. If $\Gamma$ is the reversal rate from either well to the other, the population difference decays at $2\Gamma$. The odd mode decays at $k$, so
\begin{equation}
\Gamma=\frac k2 .
\end{equation}
Half of the arrivals settle back into their original well.

\textbf{High-barrier limit.} At $h=2$, the lowest eigenvalue of (\ref{avg}) is $0.969$ of (\ref{rate}) for $b=40$, and $0.995$ for $b=320$. The difference shrinks as the barrier grows.

\textbf{Axial limit.} Equation (\ref{rate}) also needs $S$ to change little within $k_BT$ of the saddle, hence $hb\gg1$. At $h=0$ it would give zero, but then $S=4\pi\varepsilon\sqrt{1-\varepsilon}$ itself vanishes at the top. With $u=1-\varepsilon$,
\begin{equation}
\int^1\frac{e^{b\varepsilon}}{S}d\varepsilon\simeq\frac{e^b}{4\pi}\int_0^\infty\frac{e^{-bu}}{\sqrt u}du=\frac{e^b}{4\sqrt{\pi b}},
\end{equation}
and $N\simeq\pi G_0/b$. To leading order in $1/b$ (the full rate is $0.89$ of this value at $b=10$ and $0.93$ at $b=16$), the relaxation rate is
\begin{equation}
k_{\rm axial}=4\alpha\frac{\gamma'K}{M_s}\sqrt{\frac b\pi}\,e^{-b}.
\end{equation}
The axial slow mode depends on energy alone within each well, by symmetry, so this result does not require a small energy loss per turn. Precession never carries an axial moment across the equator. A nonaxial moment does cross by precession, which makes a second regime possible.

\section{Where proportionality to damping ends}

Suppose the bath refills the energies near the saddle fast enough to keep the Boltzmann distribution there. The precession flux through the equator $m_z=0$ then sets the rate. With $\chi$ now the angle along the equator, $\dot m_z=(\gamma'/\mu)\partial_\chi E$. Two of its four quarters carry flux from $+z$ to $-z$, so
\begin{equation}
\Gamma_{\rm eq}=\frac{2\gamma'}{\mu Z}\int_{KV}^{KV(1+h)}e^{-E/k_BT}dE
\simeq\frac{2\gamma'k_BT}{\mu Z}e^{-b}.
\end{equation}
The partition integral of one well is $Z\simeq k_BT\,A'(0)/(KV)=2\pi\gamma'k_BT/(\mu\omega_0)$. Thus
\begin{equation}
\Gamma_{\rm eq}=2\,\frac{\omega_0}{2\pi}e^{-b},\qquad \frac{k}{2\Gamma_{\rm eq}}=\frac\delta4 .
\end{equation}
The equilibrium flux contains $\alpha$ only through $\gamma'$. At $\delta\ll1$ the supply of energy is the bottleneck and the prefactor follows $\alpha$. At $\delta\gg1$, passage over the saddle is the bottleneck. Linearizing the motion there gives the growth rate $\alpha(1-h)+\sqrt{\alpha^2(1+h)^2+4h}$ in units of $\gamma'K/M_s$, against $2\sqrt h$ without damping, and the prefactor scales with their ratio, about $1-\alpha(h-1)/(2\sqrt h)$. The prefactor is therefore nearly free of $\alpha$ only while this correction is small, which for large $h$ means $\alpha\sqrt h\ll1$; at $h=50$ the ratio is $0.97$ for $\alpha=0.01$ but $0.72$ for $\alpha=0.1$. The condition for (\ref{rate}) is
\begin{equation}
\alpha\ll\frac{1}{8\sqrt h\,b},
\end{equation}
which is much stricter than $\alpha\ll1$ for a high barrier.

The slow eigenvalue of the full Fokker--Planck equation on the sphere tests both ends at $h=1.2$. At $b=2$, its ratio to the orbit-averaged eigenvalue is $0.779$, $0.846$ and $0.920$ for $\delta=0.36$, $0.16$ and $0.04$. Orbit averaging needs small $\delta$, not a high barrier, so this is a fair test of (\ref{avg}). A quadratic extrapolation in $\sqrt\delta$ gives
\begin{equation}
3(0.9199)-3(0.8462)+0.7786=0.9997 .
\end{equation}
The approach is slow because energy fluctuations blur the absorbing edge. The orbit passes a saddle twice per turn, and between passages the energy spreads by $\sqrt\delta\,k_BT$. The shortfalls, divided by $\sqrt\delta$, are $0.37$, $0.38$ and $0.40$, consistent with a leading $\sqrt\delta$ correction.

At $b=8$, the full rate is $0.66$, $0.87$ and $1.02$ of the equilibrium-flux rate for $\alpha=0.1$, $0.2$ and $0.4$. These correspond to $\delta\simeq7$, $14$ and $28$. The logarithmic slope in $\alpha$ is $0.22$ over the last interval, against $0.94$ between $\delta=0.04$ and $0.16$ at $b=2$. The flux rate is not an upper bound, since it omits diffusion across the equator.

\section{A low-damping element}

Take round parameters in the rough regime of yttrium iron garnet, chosen for its low damping: $M_s=140$ emu/cm$^3$, $\alpha=2\times10^{-4}$, $K=1.5\times10^4$ erg/cm$^3$, $K_h=3\times10^4$ erg/cm$^3$ and $T=300$ K. The element is an ellipsoid with semi-axes $18$, $30$ and $48$ nm along $x$, $y$ and $z$. The constants $K$ and $K_h$ are round inputs, not derived from the shape. The demagnetizing factors of this ellipsoid, $0.534$, $0.303$ and $0.164$, would give $K=1.71\times10^4$ and $K_h=2.85\times10^4$ erg/cm$^3$, hence $b=44.7$ and a reversal time some two hundred times longer than the one below. The volume is $1.086\times10^5$ nm$^3$, so with the round inputs
\begin{align}
KV&=1.016\ {\rm eV},\qquad b=39.32,\\
\delta&=8(2\times10^{-4})\sqrt2\,(39.32)=0.0890,\\
\frac{\omega_0}{2\pi}&=1.039\ {\rm GHz},\\
k&=0.0890\,(1.039\times10^9\ {\rm s^{-1}})e^{-39.32}=7.75\times10^{-10}\ {\rm s^{-1}}.
\end{align}
The mean reversal time is $2/k=2.58\times10^9$ s, or $82$ years. The equilibrium-flux formula would multiply this time by $\delta/4=0.022$, giving about $1.8$ years. Weak coupling to the bath therefore lengthens retention considerably in this model.

Two corrections act on the rate. The finite barrier gives a factor $0.969$. The finite loss gives $0.883$ at $b=2$ and $0.901$ at $b=3$, both for $h=1.2$ and the same $\delta$. Carrying the latter over to this element is an estimate. It gives $82/(0.969\times0.901)\simeq94$ years.

Quantum corrections are small here: $\hbar\omega_0/k_BT=1.7\times10^{-4}$. For an inverted parabolic barrier with growth rate $\omega_s=2\gamma'\sqrt{KK_h}/M_s$, tunnelling at depth $\Delta E$ falls as $e^{-2\pi\Delta E/\hbar\omega_s}$ while the Boltzmann weight grows as $e^{\Delta E/k_BT}$. They balance at $k_BT=\hbar\omega_s/2\pi$, or $6.5$ mK.

\section{Beside real devices}

Garnet elements of this size are not standard memory cells, and patterning may raise their damping above the value used. Metallic in-plane layers lie elsewhere: rough values $\alpha=0.01$, $h=50$ and $b=50$ give $\delta=28$. Equation (\ref{rate}) would then exceed the equilibrium-flux rate sevenfold and does not apply. Perpendicular cells are closer to the axial case. A real garnet also has cubic anisotropy, which the biaxial energy omits. With a rough constant of $-6\times10^3$ erg/cm$^3$, the cubic energy spans $5.2\,k_BT$ in this volume. The barrier cannot shift by more than this span, so the change of the time through the barrier stays below a factor of about $190$. This is a bound, not an estimate. With cubic axes along $x,y,z$, the cubic energy vanishes at minima and saddles and leaves the barrier unchanged, but $\omega_0$ falls to $0.72$ of its value and the separatrix loss rises by $2\%$, so the rate falls to about $0.73$ of its value.

Uniform reversal is plausible but not proved. With a rough exchange stiffness of $3.7\times10^{-7}$ erg/cm, a half-wave along the long axis would cost an exchange field of about $570$ Oe in a bar of constant cross-section, against an easy-axis field of about $210$ Oe. For exchange stiffness $A_{\rm ex}$, the bulk wall energy $4\sqrt{A_{\rm ex}K}$ per unit area, taken over the middle cross-section, is about $3KV$. The wall width $\pi\sqrt{A_{\rm ex}/K}\simeq160$ nm exceeds the length of the element, so this is only a rough scale.

The exponent remains the most sensitive part. An opposing field along the easy axis lowers the barrier by $0.37\,k_BT$ per oersted at small field. If $K\propto M_s^2$ and $M_s$ falls by roughly $0.2\%$ per kelvin, the barrier part of the logarithm of the time falls by $0.29$ per kelvin; over $10$ K, with $K_h\propto M_s^2$ as well, $b$ falls from $39.3$ to $36.5$ and the prefactor of the rate falls by about $9\%$, so retention shortens roughly fifteenfold. The figure of some $90$ years is thus a result for the stated parameters, not a retention rating. The numerical output lists the inputs and results.

\section*{Computed results}
\begin{verbatim}
TESTS (h = Kh/K, b = barrier/kT)
test h: 1.2
b in weak-damping test: 2
b in plateau test: 8
orbit energy / KV: 0.7
orbit loss/(alpha KV), Gilbert integration: 7.32321
orbit loss/(alpha KV), elliptic formula: 7.32126
separatrix loss/(alpha KV), quadrature: 8.76356
full/averaged rate at delta 0.36: 0.7786
full/averaged rate at delta 0.16: 0.8462
full/averaged rate at delta 0.04: 0.9199
same ratio extrapolated to delta 0: 0.9997
relative change, lmax 130 to 180, delta 0.04: 1.6e-06
log slope of rate in alpha, weak damping: 0.9398
log slope, alpha 0.2 to 0.4: 0.2192
full rate/equilibrium-flux rate, alpha 0.1: 0.6617
full rate/equilibrium-flux rate, alpha 0.2: 0.8731
full rate/equilibrium-flux rate, alpha 0.4: 1.016
averaged/closed rate at h 2, b 40: 0.9692
averaged/closed rate at h 2, b 320: 0.9953
EXAMPLE
Ms: 140 emu/cm3
Gilbert damping: 0.0002
K: 1.5e+04 erg/cm3
Kh: 3e+04 erg/cm3
temperature: 300 K
semi-axes x, y, z: 18.0 30.0 48.0 nm
volume: 1.0857e+05 nm3
gamma: 1.7588e+07 rad/(s Oe)
barrier KV: 1.016 eV
barrier / kT: 39.32
well frequency omega0/2pi: 1.039 GHz
separatrix loss / kT (delta): 0.08897
prefactor of k: 9.244e+07 1/s
closed relaxation rate k: 7.754e-10 1/s
closed reversal rate k/2: 3.877e-10 1/s
closed mean reversal time: 2.579e+09 s
closed mean reversal time: 81.74 years
finite-barrier factor on rate: 0.9687
finite-delta factor on rate, from b 2: 0.8829
finite-delta factor on rate, from b 3 (used): 0.9009
corrected mean reversal time: 93.66 years
NEGLECTED EFFECTS (rough inputs)
hbar omega0 / kT: 0.0001662
tunnelling crossover: 6.48 mK
exchange stiffness input: 3.7e-07 erg/cm
nonuniform-mode exchange field: 566.1 Oe
easy-axis field 2K/Ms: 214.3 Oe
wall energy / KV: 3.104
cubic anisotropy input: -6000 erg/cm3
largest cubic energy span / kT: 5.243
omega0 factor, cubic axes aligned: 0.7211
barrier shift / kT per Oe along easy axis: 0.367
d ln(Ms)/dT input: -0.002 1/K
barrier part of d ln(time)/dT: -0.2883 1/K
metal layer inputs alpha, h, b: 0.01 50.0 50.0
metal layer delta: 28.28
\end{verbatim}
